Space-charge-limited current with saturated carrier velocity: two derivations

**Definitions and conventions**

A planar layer of thickness L and permittivity ε lies between a cathode at x = 0 and an anode at x = L. Electrons of charge −q enter at the cathode and drift towards the anode. The electrostatic potential is φ(x), with φ(0) = 0 and φ(L) = V > 0. All quantities depend on x alone, the state is steady, and the layer contains no traps and, at first, no fixed charge.

It is convenient to work with positive magnitudes. Let n be the electron density, ρ = qn the magnitude of the charge density, v the drift speed, J the magnitude of the current density, and F = dφ/dx. The electric field component is Eₓ = −F, so it pushes electrons towards +x when F > 0. Gauss's law reads ε dEₓ/dx = −ρ. The two minus signs cancel:

ε dF/dx = ρ.  (1)

Diffusion is left out of both derivations, so the current is carried by drift:

J = ρv.  (2)

In a steady planar state J is the same at every x, since otherwise charge would accumulate somewhere.

The cathode is assumed to supply as many electrons as the layer accepts. The current then grows until the space charge has cancelled the field at the cathode:

F(0) = 0.  (3)

The drift speed is a function v(F). At low field v = μF, with μ the mobility; at high field v approaches the saturation velocity v_s. The result to be derived is

J = 2εv_sV/L².  (4)

It holds for a carrier that moves at v_s throughout the layer. For a real v(F), which vanishes at F = 0, it is the limit of high voltage, and avalanche breakdown may set in before a real material comes close to it.

**First derivation: uniform charge**

Put v = v_s at every x. Equation (2) gives

ρ = J/v_s.

Neither J nor v_s depends on x, so the charge density is uniform. Equation (1) becomes dF/dx = J/(εv_s), and integration from the cathode, with F(0) = 0, gives

F(x) = Jx/(εv_s).

The voltage is the integral of F across the layer:

V = ∫₀ᴸ F dx = [J/(εv_s)] L²/2.

Solving for J gives equation (4). The field at the anode is

F(L) = JL/(εv_s) = 2V/L,

twice the mean field, because F rises linearly from zero.

The factors have a direct reading. The mobile charge per unit area is

Q = ρL = JL/v_s = 2εV/L,

which is twice the charge εV/L on a plate of an empty capacitor of the same thickness. Half as much voltage is needed per unit charge because the charge lies, on average, halfway between the contacts. This charge is renewed once per transit time τ = L/v_s, so J = Q/τ. One factor 1/L comes from the capacitance and the other from the transit time. The current is linear in V because raising the voltage adds charge but no longer makes it move faster. In the low-field regime it does both, and the current is quadratic.

The role of condition (3) can be seen by keeping a cathode field F₀ ≥ 0. Then F = F₀ + Jx/(εv_s) and V = F₀L + JL²/(2εv_s), so

J = 2εv_s(V − F₀L)/L².

A cathode that supplies too few carriers leaves F₀ > 0 and a smaller current. Equation (4) is the largest current with F₀ ≥ 0 in this model.

Fixed charge is easily added. Ionized donors of uniform density N have positive charge, which opposes that of the electrons, so ε dF/dx = J/v_s − qN. The same two integrations give V = (J/v_s − qN)L²/(2ε), or

J = 2εv_sV/L² + qNv_s.  (5)

The donors neutralize part of the electron charge, and the layer accepts that much more.

The steady state can also be reached from an empty layer. Represent the electrons by moving sheets of charge σₖ per area at positions xₖ. By Gauss's law each sheet raises F by σₖ/ε beyond xₖ, so V = F₀L + Σσₖ(L − xₖ)/ε, and

F₀ = V/L − (1/ε) Σ σₖ(1 − xₖ/L).

Let all sheets move at v_s, and let each new sheet carry just the charge that makes F₀ zero. If the sheets become equal and occupy xₖ = kL/M with k = 0, …, M − 1, the sum of (1 − k/M) is (M + 1)/2. Hence σ = 2εV/[L(M + 1)]. One sheet leaves in each time L/(Mv_s), so

J = σMv_s/L = (2εv_sV/L²) M/(M + 1).

A numerical test with M = 400, started with no charge and followed for 12 transit times, gave 0.99751 times equation (4). This is the expected 400/401. The added current in a run with N = 10¹⁵ cm⁻³ was the same fraction of qNv_s.

**Second derivation: the field as variable**

The first derivation uses v_s even at the cathode, where the field is zero and nothing drives the carriers. The second starts from any v(F) that is positive for F > 0. Eliminating ρ between (1) and (2) gives ε dF/dx = J/v(F), or

J dx = εv(F) dF.  (6)

The field increases steadily with x, so it can serve as the variable in place of x. Let Fₐ = F(L). Integrate (6) across the layer:

JL = εA, with A = ∫₀^Fₐ v(F) dF.

Now multiply (6) by F before integrating. On the left, the integral of F dx is V:

JV = εB, with B = ∫₀^Fₐ F v(F) dF.

Square the first relation and divide by the second. The result is JL²/V = εA²/B, so

J = ε(A²/B)V/L².  (7)

This holds for any such velocity law within the drift model. Both integrals depend on Fₐ, which follows from the voltage through V = LB/A.

For v → v_s at high field, the low-field part of the integrals must be shown to drop out. Choose a small number η and a field F₁ above which v differs from v_s by less than ηv_s. Let C be the integral of |v − v_s| from 0 to F₁; it is a fixed finite number. For Fₐ > F₁,

|A − v_sFₐ| ≤ C + ηv_sFₐ,

|B − v_sFₐ²/2| ≤ F₁C + ηv_sFₐ²/2.

Divide the first line by v_sFₐ and the second by v_sFₐ²/2. The terms with C vanish as Fₐ grows, and η can be taken as small as desired. Therefore A/(v_sFₐ) → 1 and B/(v_sFₐ²/2) → 1, and

A²/B → (v_sFₐ)²/(v_sFₐ²/2) = 2v_s.

Raising V at fixed L does make Fₐ large: F nowhere exceeds Fₐ, so V ≤ FₐL and Fₐ ≥ V/L. Equation (7) thus becomes equation (4).

**The low-field limit and two bounds**

The same formula gives the quadratic law. For v = μF,

A = μFₐ²/2, B = μFₐ³/3, A²/B = (3/4)μFₐ.

The voltage is V = LB/A = (2/3)FₐL, so Fₐ = 3V/(2L). Substitution in (7) gives the Mott-Gurney law:

J = (9/8)εμV²/L³.  (8)

At finite voltage, both laws are upper bounds under simple conditions. Suppose v ≤ v_s at every field. Then ε dF/dx = J/v ≥ J/v_s, so F ≥ Jx/(εv_s) and V ≥ JL²/(2εv_s). Hence

J ≤ 2εv_sV/L².

Slower carriers near the cathode need a larger density to carry the same current. Their extra charge costs extra voltage.

Suppose instead that v ≤ μF. Then εF dF/dx = JF/v ≥ J/μ. Integration gives F² ≥ 2Jx/(εμ). Taking the root and integrating √x, whose integral is (2/3)L^(3/2), gives

V ≥ (2/3)[2J/(εμ)]^(1/2) L^(3/2).

Squaring yields V² ≥ (8/9)JL³/(εμ), so J cannot exceed (8). When both conditions hold, the lower of the two laws is the tighter bound. They are equal when (9/8)μV/L = 2v_s, at

V_c = 16v_sL/(9μ).  (9)

The condition v ≤ v_s matters. Take a fixed field scale F_p, write s = F/F_p, and use the peaked test law v/v_s = tanh s·[1 + 2/(1 + (s/5)⁴)]. The factor A²/(Bv_s) at Fₐ = 20F_p is then 3.55, well above 2. A material whose velocity passes through a maximum before it settles can therefore carry more than equation (4), although the limit at very high voltage is unchanged. This is a statement about the steady solution of a test law that peaks near 2.9 v_s. At Fₐ = 20F_p that solution has a negative small-signal resistance near the transit frequency, so in a circuit such a layer may oscillate instead.

**How the limit is approached**

A simple law that joins the two regimes is

v = μF/(1 + μF/v_s) = v_s f/(1 + f), with f = F/F_s and F_s = v_s/μ.

Write u = Fₐ/F_s. Since f/(1 + f) = 1 − 1/(1 + f) and f²/(1 + f) = f − 1 + 1/(1 + f),

A = v_sF_s[u − ln(1 + u)],

B = v_sF_s²[u²/2 − u + ln(1 + u)].

With the scaled current j = JL/(εv_sF_s) and scaled voltage w = V/(F_sL), the relations JL = εA and JV = εB become

j = u − ln(1 + u),

jw = u²/2 − u + ln(1 + u).  (10)

In these units equation (4) is j = 2w, so the ratio of the current to the saturated law is R = j/(2w) = j²/(2jw). With ℓ = ln(1 + u),

R = (u − ℓ)²/(u² − 2u + 2ℓ),

1 − R = [2u(ℓ − 1) + 2ℓ − ℓ²]/(u² − 2u + 2ℓ).

For large u the leading terms give

1 − R ≈ 2(ln u − 1)/u ≈ [ln(2w) − 1]/w,  (11)

where the last form uses w ≈ u/2. The logarithmic slope of the current is d ln J/d ln V = 1 + d ln R/d ln w. To leading order, differentiating (11) gives 1 + [ln(2w) − 2]/w. This form is accurate only for w of about 100 or more; at w = 10 it gives 1.10 against the exact 1.18. The prefactor and the exponent both settle slowly, as the exact solution of (10) shows:

w = 1: R = 0.330, slope 1.60
w = 10: R = 0.775, slope 1.18
w = 100: R = 0.956, slope 1.04
w = 1000: R = 0.993, slope 1.01

At w = 0.1 the current is 0.93 of the Mott-Gurney value and the slope is 1.93. Equations (10) were tested by direct integration of Gauss's law at j = 0.01, 1, 20 and 500, with agreement better than one part in 10⁵.

**A silicon example**

Take an n⁺/intrinsic/n⁺ silicon diode at 300 K, with L = 1 μm and V = 10 V. The inputs chosen for this rough model are a relative permittivity of 11.7, μ = 1400 cm²/Vs and v_s = 10⁷ cm/s. Then ε = 1.036 × 10⁻¹² F/cm, and equation (4) gives

J = 2(1.036 × 10⁻¹²)(10⁷)(10)/(10⁻⁴)² = 2.07 × 10⁴ A/cm²,

or 2.07 × 10⁸ A/m². The electron density J/(qv_s) is 1.29 × 10¹⁶ cm⁻³, the anode field 2V/L is 0.20 MV/cm, and the transit time is 10 ps. The Mott-Gurney law would give 1.63 × 10⁵ A/cm², which is 7.9 times as much. The two laws cross at V_c = 1.27 V, so the example lies well above the crossover.

It is not yet deep in the limit. The field scale is F_s = 10⁷/1400 = 7.14 × 10³ V/cm, so w = 10/(7.14 × 10³ × 10⁻⁴) = 14.0. The solution of (10) is u = 26.22, for which

j = 26.22 − ln 27.22 = 22.916, R = 22.916/28.00 = 0.818.

The current is 1.70 × 10⁴ A/cm², 18% below the saturated law, and the slope is 1.15. The reason can be located in the layer. Integrating (6) only up to a field fF_s gives x/L = [f − ln(1 + f)]/j. The speed reaches half of v_s at f = 1, where x/L = 0.307/22.92 = 0.013. It reaches 90% of v_s at f = 9, where x/L = 6.70/22.92 = 0.29. Nearly a third of the layer is crossed below 90% of saturation. The shortfall depends on the chosen velocity law: with v = μF/[1 + (μF/v_s)²]^(1/2), which saturates more sharply, R is 0.933 at the same voltage.

**Diffusion at the cathode**

In the drift model with v(0) = 0, a finite current requires the density J/(qv) to diverge at the cathode. The total charge stays finite, but so steep a density profile must diffuse. A numerical solution with diffusion was made for the first interpolated velocity law, with 10¹⁸ electrons per cm³ held at both contacts. The diffusion coefficient was taken as D = (kT/q)v/F, the Einstein relation with the field-dependent mobility v/F. This is an approximation for carriers heated by the field.

The field now vanishes at a potential minimum 44 nm inside the layer, the virtual cathode. Electrons diffuse to it over a barrier of 0.080 eV and then drift away. The current is 1.95 × 10⁴ A/cm², 15% above the diffusion-free value for the same velocity law. These figures depend on the assumed contact and on the form of D. With 10¹⁷ or 10¹⁹ cm⁻³ at the contacts the minimum lies at 31 or 48 nm, the barrier is 0.025 or 0.14 eV, and the increase is 11% or 16%. At 10¹⁸ cm⁻³, letting the mobility follow the quasi-Fermi-level gradient gives 13%, and holding D at its low-field value gives about 19%.

Much of this increase can be estimated from the shorter drift region. From the definitions of j and w, J = (εv_sF_s/L) j(V/(F_sL)). Near the example j varies as w^1.15, so J varies as V^1.15/L^2.15. Replacing L by 0.956 μm and V by 10.08 V raises J by about 11%. The remaining few per cent are not explained by this estimate, which still treats the virtual cathode as a drift-only contact.

For the first velocity law the full result is 0.94 of equation (4). This closeness is partly a cancellation: incomplete saturation lowers the current and diffusion raises it. It does not show that either effect is small, and the bound J ≤ 2εv_sV/L² was derived without diffusion. With the sharper velocity law and the same contacts and form of D, the current is 1.07 times equation (4).

**The model beside a real device**

The diode is a planar picture of a nearly undoped transistor channel in which the drain field reaches through to the source. Its thickness of 1 μm is long for a modern channel. For the example's numbers, the other neglected effects have these rough sizes:

- Residual donors of 10¹⁴ cm⁻³ add 0.8% of the saturated current, by equation (5).
- Impact ionization, with the rate per length taken in the model as (7 × 10⁵ cm⁻¹) exp[−(1.23 × 10⁶ V/cm)/F], gives about 0.02 events per electron crossing for the linear field of the saturated model, and 0.013 for the field of the first interpolated law. It rises steeply: for that law it is 0.05 at 12 V, 0.17 at 15 V and 1 near 23 V, where w ≈ 32 and R ≈ 0.90. Breakdown itself needs ionization by the holes as well; with typical hole coefficients and the same field profile it lies near 27 V, or w ≈ 38. The case w = 100 would need 71 V and an anode field of 1.4 MV/cm, far beyond breakdown. With this velocity law the rows w = 100 and w = 1000 above are therefore out of reach in this silicon layer, and a thicker layer breaks down at still smaller w.
- Interband tunnelling at the anode field is suppressed by roughly exp(−180) for a triangular barrier, or exp(−107) for a two-band barrier with the same gap and mass of 0.2 electron masses; either way it is negligible here.
- The electron density in the saturated model is 5 × 10⁻⁴ of the effective band density of states, so the electrons there are not degenerate.
- An energy relaxation time of 0.3 ps corresponds to 30 nm at v_s, or 3% of L. Over such a distance the speed need not follow the local field. The small fraction does not cover the cathode: the 44 nm region before the virtual cathode is comparable to this distance and to the mean free path, about 45 nm for this mobility and a mass of 0.26 electron masses. The computed speed at the potential minimum, about 0.5 v_s, is also about equal to the thermionic emission velocity of roughly 5 × 10⁶ cm/s. The drift-diffusion description is marginal there, and the 15% increase is only an estimate. In a layer of 0.1 μm the same distance would be 30% of L, and a local v(F) would be a poor assumption.

Heating also restricts steady operation. The saturated law gives a power of JV = 2.07 × 10⁵ W/cm². Without heat loss the layer would warm by about 1.2 K per nanosecond. For a disc of radius 10 μm on a thick silicon substrate, the estimated steady mean rise is about 120 K with the 300 K thermal conductivity, and roughly 150 K when its fall with temperature is allowed for; the 300 K parameters would no longer apply. A pulse of 8 ns limits the rise to about 10 K and still lasts 800 transit times. The example should therefore be read as a pulsed measurement.

In a real transistor the planar assumption also fails, because field lines connect the channel charge to the gate and substrate as well as to the source and drain. That correction depends on the geometry and cannot be obtained from this planar model. Channel doping matters as well. Ionized acceptors of density N_A enter equation (5) with N replaced by −N_A, so the saturated current vanishes at V = qN_AL²/(2ε); at 10 V and 1 μm this happens for N_A = 1.3 × 10¹⁶ cm⁻³. In the planar solution with diffusion and fully depleted acceptors, the current is 0.31 of equation (4) at 10¹⁶ cm⁻³, and below 10⁻⁷ of it at 2 × 10¹⁶ cm⁻³, where a barrier of 0.5 eV limits it. Equation (4) is therefore a scale for the punch-through current only when V is well above qN_AL²/(2ε).

**What each derivation assumes**

Both derivations assume a steady planar current of one carrier type, no diffusion, an unlimited supply at the cathode and hence F(0) = 0. They differ in what they require of the velocity.

The first requires v = v_s at every point. In return it gives the whole internal state at once: uniform charge, linear field and a stored charge of 2εV/L. It also extends directly to fixed donors. Its premise cannot hold at the cathode of a real semiconductor, and by itself it cannot say how much this matters.

The second requires only that v depend on the local field, be positive for F > 0 and tend to v_s at high field. It shows that the low-field region adds only fixed amounts to A and at most fixed amounts to B, while the high-field parts grow as Fₐ and Fₐ². The cathode region therefore loses its influence as the voltage rises. What remains can come from a slow approach of v to v_s across the whole layer: for the first interpolated law, fields below 9F_s account for most of the shortfall at w = 14, but fields above 9F_s account for about two thirds of it at w = 1000 and produce the logarithm in (11). The price is that equation (4) appears as a limit, and the error at a given voltage must be found from a specific v(F). For the silicon example without diffusion that error is 18% or 7% of the saturated current, according to which of the two interpolations is used. The printed numerical output gives the values in full.

Table of computed values

```
temperature = 300 K; kT/q = 0.02585 V
relative permittivity = 11.7
permittivity = 1.0359e-12 F/cm
low-field mobility = 1400 cm2/Vs
saturation velocity = 1.00e+07 cm/s
thickness = 1.00 um; voltage = 10.0 V
field scale vsat/mobility = 7.143 kV/cm
scaled voltage w = 14.000
saturated-law current = 2.0719e+04 A/cm2
saturated-law current = 2.0719e+08 A/m2
moving-sheet current / saturated law = 0.99751
added donor current / (q N vsat) in sheet test = 0.99751
electron density in saturated model = 1.293e+16 cm^-3
stored charge per area = 0.2072 uC/cm2
anode field in saturated model = 0.200 MV/cm
transit time = 10.00 ps
Mott-Gurney current = 1.6316e+05 A/cm2
Mott-Gurney / saturated law = 7.875
crossover voltage = 1.270 V
interpolated current, beta=1 = 1.6957e+04 A/cm2
interpolated / saturated law, beta=1 = 0.8184
interpolated / saturated law, beta=2 = 0.9333
scaled anode field u, beta=1 = 26.220
logarithmic slope at example voltage = 1.1457
w=0.1: J/saturated=0.0524, J/Mott-Gurney=0.9308, slope=1.9313
w=1: J/saturated=0.3296, J/Mott-Gurney=0.5859, slope=1.6031
w=10: J/saturated=0.7747, J/Mott-Gurney=0.1377, slope=1.1816
w=100: J/saturated=0.9564, J/Mott-Gurney=0.0170, slope=1.0355
w=1000: J/saturated=0.9934, J/Mott-Gurney=0.0018, slope=1.0057
peaked-velocity test factor A^2/(B vsat) = 3.551
contact density for diffusion solution = 1.0e+18 cm^-3
current with diffusion = 1.947e+04 A/cm2
with diffusion / saturated law = 0.940
with diffusion / without diffusion, beta=1 = 1.148
virtual cathode position = 44.0 nm
virtual cathode barrier = 0.080 eV
residual donor density = 1.0e+14 cm^-3
donor current / saturated law = 0.0077
ionization coefficients = 7.0e+05 cm^-1, 1.23e+06 V/cm
ionizing events per electron crossing = 0.0188
tunnelling inputs: gap = 1.12 eV, mass = 0.20 m_e
interband tunnelling exponent at anode = 181.0
density-of-states mass = 1.08 m_e
electron density / band density = 4.59e-04
energy relaxation time = 0.30 ps
relaxation distance / thickness = 0.030
power per area = 2.072e+05 W/cm2
heat capacity = 1.66 J/cm3K
heating rate without heat loss = 1.248 K/ns
thermal conductivity = 1.50 W/cmK
disc radius for heating estimate = 10.0 um
steady mean temperature rise = 117.2 K
```
